# Sampled vertical core-level spectra contain no vibrational progression

Take a molecule with one harmonic mode of mass \(m\) and frequency \(\omega\), in its vibrational ground state. Let the vertical core-ionization energy vary linearly with the coordinate, with slope \(f\). A spectrum obtained by averaging vertical energies over geometries is built from \(f\) and the position density, which contains one length, \(\ell=\sqrt{\hbar/m\omega}\). The only energy these can form is \(F=f\ell\), so, measured from the vertical energy at the equilibrium geometry, the averaged spectrum must have the form

\[
P_s(E)=\frac1{|F|}\,g\!\left(\frac EF\right).
\]

Any spacing between peaks in it would be proportional to \(F\). A vibrational progression has the spacing \(\hbar\omega\), whatever the slope, so the average cannot contain one.

Reflection adds a second constraint. Replacing \(x\) by \(-x\) turns \(F\) into \(-F\) but, the density being even, leaves the spectrum unchanged. Each geometry contributes the energy \(Fx/\ell\), so the third moment of the average is \(F^3\langle(x/\ell)^3\rangle\), odd in \(F\), and it must vanish. The average therefore has no skewness. The true spectrum has a second energy available and may have a third moment proportional to \(F^2\hbar\omega\). The derivation below shows that it does.

## The belief and its appeal

The belief is that if enough geometries are drawn from the nuclear distribution, and the vertical spectrum is computed at each, the average converges to the vibrationally resolved spectrum. It is tempting because the geometries do carry nuclear motion, and the average has a sensible centre and width. With few geometries it even shows peaks.

To see how much of this is right, use the dimensionless coordinate \(q=x/\ell\) and its momentum \(p\), with \([q,p]=i\). Before and after ionization the nuclear Hamiltonians are

\[
H_i=\tfrac12\hbar\omega\,p^2+V_i(q),\qquad H_f=H_i+U(q),
\]

where \(U=V_f-V_i\) is the vertical ionization energy. One final electronic state is assumed, with a transition amplitude independent of \(q\). The initial levels have thermal populations \(p_i\), and \(\langle\cdots\rangle\) is the thermal average. Before lifetime broadening, the true and sampled spectra are

\[
P(E)=\sum_{i,f}p_i|\langle f|i\rangle|^2\,\delta(E-E_f+E_i),\qquad
P_s(E)=\int\rho(q)\,\delta\big(E-U(q)\big)\,dq,
\]

with \(\rho=\sum_i p_i|\phi_i|^2\). If \(U\) has only isolated stationary points, \(P_s\) contains no discrete lines (at a stationary value of \(U\) it has an integrable divergence, an inverse square root when \(U''\neq0\)), whereas bound final states give discrete lines.

## What the average gets right

Since the final states are complete, the moments of the true spectrum are

\[
M_n=\sum_i p_i\langle i|(H_f-E_i)^n|i\rangle .
\]

Because \(H_i|i\rangle=E_i|i\rangle\), we have \((H_f-E_i)|i\rangle=U|i\rangle\). Using this once gives \(M_1\); using it on both sides gives \(M_2\):

\[
M_1=\langle U\rangle,\qquad M_2=\langle U^2\rangle .
\]

These are the moments of \(P_s\). No harmonic approximation was made, so quantum sampling has the right mean and variance for any pair of potentials.

In the third moment one Hamiltonian remains in the middle:

\[
M_3=\sum_i p_i\langle i|U(H_f-E_i)U|i\rangle
=\langle U^3\rangle+\sum_i p_i\langle i|U(H_i-E_i)U|i\rangle .
\]

To evaluate the last term, expand the double commutator,

\[
[U,[H_i,U]]=2UH_iU-U^2H_i-H_iU^2 .
\]

Its expectation value in \(|i\rangle\) is \(2\langle i|U(H_i-E_i)U|i\rangle\), twice what is needed. Only the kinetic energy fails to commute with \(U\). From \([p,U]=-iU'\),

\[
[H_i,U]=-\tfrac{i}{2}\hbar\omega\,(pU'+U'p),\qquad
[U,\,pU'+U'p]=2i\,U'^2,
\]

so the double commutator is \(\hbar\omega\,U'^2\), and

\[
M_3=\langle U^3\rangle+\tfrac12\hbar\omega\,\langle U'^2\rangle .
\]

Subtracting the mean from \(U\) leaves \(U'\) unchanged, so the same term separates the third central moments. It is positive whenever \(U\) varies: the sampled third moment is too small, and the guarantee ends at the second.

A pair of Morse curves at 2000 K tests this outside the harmonic model. With energies in eV, they are \(V_i=5(1-e^{-0.2q})^2\) and \(V_f=6(1-e^{-0.2(q+0.8)})^2\), with \(\hbar\omega=0.40\) eV. The true and sampled variances are both 0.0553 eV². The sampled third central moment is \(-0.0081\) eV³; the kinetic term adds 0.0189 eV³ and gives the true value, \(+0.0108\) eV³. Here sampling gets even the sign of the asymmetry wrong.

## The progression that is lost

Return to the harmonic mode, with \(U=Fq\) and energies measured from the vertical energy at \(q=0\). Completing the square,

\[
V_f=\tfrac12\hbar\omega\left(q+\frac F{\hbar\omega}\right)^2-S\hbar\omega,\qquad
S=\frac{F^2}{2(\hbar\omega)^2}.
\]

The final well is displaced and lowered by \(S\hbar\omega\). From the ground state, the lines therefore lie at \((n-S)\hbar\omega\).

For their weights, let \(a=(q+ip)/\sqrt2\) be the initial lowering operator. For \(F>0\) the final one is \(b=a+\sqrt S\). Since \(a|0\rangle=0\), the initial ground state obeys \(b|0\rangle=\sqrt S\,|0\rangle\). If \(c_n\) are its coefficients in the final levels, this reads \(\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n\). Hence \(c_n=c_0S^{n/2}/\sqrt{n!}\), and normalization gives

\[
|c_n|^2=e^{-S}\frac{S^n}{n!}.
\]

Take round parameters \(\hbar\omega=0.40\) eV and \(S=0.5\), so that \(F=0.40\times\sqrt{2\times0.5}=0.40\) eV. The first lines lie at \(-0.20\), \(0.20\), \(0.60\) and \(1.00\) eV, with weights 0.607, 0.303, 0.076 and 0.013. At 300 K, \(kT=0.0259\) eV is so far below \(\hbar\omega\) that ground-state formulas suffice.

The ground-state density is Gaussian with \(\langle q^2\rangle=\tfrac12\), so \(P_s\) is a Gaussian of variance \(F^2/2=S(\hbar\omega)^2=0.080\) eV². Its standard deviation, 0.283 eV, is that of the true spectrum. Its third central moment is zero, while the true one is \(\tfrac12\hbar\omega F^2=S(\hbar\omega)^3=0.032\) eV³.

With a lifetime width \(\Gamma=0.10\) eV (full width at half maximum), the true spectrum has four maxima above 1% of its highest peak, spaced by 0.40 eV. The sampled limit has one.

More geometries do not help. Measure the disagreement by the integrated absolute difference of two normalized spectra, which can be at most 2. In one random draw for each sample size (the values at 100 geometries change by a few hundredths from draw to draw), the distance from the smooth limit falls from 0.178 at 100 geometries to 0.007 at 40,000. The distance from the true spectrum is 0.739 at 100 geometries (about 0.69 on average over draws) and 0.681 at 40,000, close to the 0.678 of the smooth limit itself. The calculation converges, but to a different function.

Peaks in a small sample are no evidence to the contrary. Independent sets of 30 geometries give six to seven maxima per set on average, although the distribution they are drawn from yields one.

## Where the lines come from

The reason is clearest in time. Let \(\theta=\omega t\), and Fourier transform both spectra with the factor \(e^{-iEt/\hbar}\). Summing the line weights gives

\[
C(\theta)=\sum_n e^{-S}\frac{S^n}{n!}e^{-i(n-S)\theta}
=\exp\!\big[S(e^{-i\theta}-1+i\theta)\big],
\]

while the Gaussian gives \(C_s(\theta)=e^{-S\theta^2/2}\). Expanding the exponential inside the bracket,

\[
S(e^{-i\theta}-1+i\theta)=-\frac{S\theta^2}{2}+\frac{iS\theta^3}{6}+\cdots .
\]

The two functions agree through second order, which is the agreement of two moments again. Later they part. The true modulus, \(e^{-S(1-\cos\theta)}\), returns to 1 after each period, because the wave packet comes back to its starting point. In the sampled average each geometry is frozen and contributes only a phase; the phases spread and nothing brings them back. After one period, 10.3 fs, the sampled modulus is \(5\times10^{-5}\). The recurrences are what make the lines.

A core-hole lifetime multiplies both functions by \(e^{-\Gamma t/2\hbar}\). At \(t=2\pi/\omega\) this is

\[
e^{-\pi\Gamma/\hbar\omega}=e^{-\pi\times0.10/0.40}=0.46,
\]

so the first recurrence survives and the progression is visible. When \(\Gamma\) is well above \(\hbar\omega\), the recurrence is suppressed and sampling becomes a good approximation: at \(\Gamma=1.2\) eV the integrated difference is down to 0.024.

## Classical sampling loses the width too

Suppose the geometries are taken from classical thermal motion instead. For the harmonic mode, the Boltzmann density \(e^{-\hbar\omega q^2/2kT}\) has \(\langle q^2\rangle=kT/\hbar\omega\). A quantum oscillator has \(\langle q^2\rangle=\bar n+\tfrac12=\tfrac12\coth(\hbar\omega/2kT)\), where \(\bar n\) is its mean excitation number. Multiplying each by \(F^2=2S(\hbar\omega)^2\),

\[
\sigma_{\rm cl}^2=2S\hbar\omega\,kT,\qquad
\sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}.
\]

At high temperature \(\coth y\to1/y\), and the two agree. As \(T\to0\) the classical width vanishes, while the true one keeps its zero-point value. At 300 K,

\[
\sigma_{\rm cl}=\sqrt{2\times0.5\times0.40\times0.02585}\ \text{eV}=0.102\ \text{eV},
\]

against the true 0.283 eV. Even at 3000 K the classical value, 0.322 eV, is 8% below the true 0.351 eV.

Equating the two values of \(\langle q^2\rangle\) gives an effective temperature \(T_{\rm eff}=(\hbar\omega/2k)\coth(\hbar\omega/2kT)\), here 2321 K. For this single harmonic mode, classical sampling at \(T_{\rm eff}\) restores the width, but the geometries are still frozen, so the lines stay absent. Since \(T_{\rm eff}\) depends on \(\omega\), one temperature cannot serve several modes: at 300 K a 0.20 eV mode has \(T_{\rm eff}=1161\) K, and sampling it at 2321 K doubles its \(\langle q^2\rangle\).

In the harmonic well both densities have \(\langle q\rangle=0\), so the classical mean is right for linear \(U\), but a quadratic term in \(U\) spoils it. If the final quantum is 0.44 eV, then \(U=Fq+\tfrac12Gq^2\). The final force constant is \(\hbar\omega+G\), so \((\hbar\omega_f)^2=\hbar\omega(\hbar\omega+G)\) and \(G=0.44^2/0.40-0.40=0.084\) eV. The mean is \(\tfrac12G\langle q^2\rangle\): 0.021 eV with the quantum density, but 0.003 eV with the classical one.

## When even two moments fail

The result for two moments needs a constant transition amplitude. For an amplitude \(d(q)\), the first moment before normalization is \(\sum_i p_i\langle i|d^*(H_f-E_i)d|i\rangle\). Its potential part is \(\langle|d|^2U\rangle\). For the rest, take real \(\phi_i\) and use

\[
\phi_i(H_i-E_i)d\phi_i=-\tfrac12\hbar\omega\,\phi_i(d''\phi_i+2d'\phi_i')
=-\tfrac12\hbar\omega\,(d'\phi_i^2)' .
\]

Multiplying by \(d^*\), integrating by parts and dividing by the total intensity gives

\[
M_1=\frac{\langle|d|^2U\rangle+\tfrac12\hbar\omega\langle|d'|^2\rangle}{\langle|d|^2\rangle}.
\]

Sampling with intensities \(|d|^2\) misses the second term.

Photoelectron recoil is such a case. The departing electron gives the mode a momentum kick, \(d=e^{i\kappa q}\), with \(\kappa\) taken as constant across the band. Since \(|d|^2=1\), position sampling sees nothing. The true mean rises by the recoil energy \(E_r=\tfrac12\hbar\omega\kappa^2\).

For the variance, use \(e^{-i\kappa q}pe^{i\kappa q}=p+\kappa\), which gives

\[
e^{-i\kappa q}(H_f-E_i)e^{i\kappa q}|i\rangle=(U+E_r+\hbar\omega\kappa p)|i\rangle .
\]

In the squared norm, the cross term between \(p\) and \(U+E_r\) vanishes for real \(\phi_i\). The variance therefore grows by \((\hbar\omega\kappa)^2\langle p^2\rangle=4E_r\langle T_{\rm kin}\rangle\), where \(T_{\rm kin}=\tfrac12\hbar\omega p^2\).

In the harmonic ground state \(\langle T_{\rm kin}\rangle=\hbar\omega/4\), so the increase is \(E_r\hbar\omega\). For \(E_r=0.10\) eV the standard deviation becomes \(\sqrt{0.080+0.040}\ \text{eV}=0.346\) eV, while sampling still gives 0.283 eV. This \(E_r\) is chosen large for illustration. A 0.40 eV quantum is typical of an X–H stretch, which takes only a small share of the heavy atom's recoil: for a C–H pair with emission from carbon along the axis, \(E_r=(m_e/m_{\rm C})\,E_{\rm kin}\,m_{\rm H}/(m_{\rm C}+m_{\rm H})\), about 3.5 meV at 1 keV electron energy, and 0.10 eV needs about 28 keV. The recoil broadening is set by the nuclear momentum distribution, which position sampling does not use. The numerical output lists the values behind these comparisons.

## Computed values

```
hw = 0.40 eV, S = 0.5, F = 0.400 eV
lifetime FWHM = 0.10 eV, T = 300 K, kT = 0.02585 eV
coth(hw/2kT) = 1.00000038
line n=0: energy -0.20 eV, weight 0.6065
line n=1: energy +0.20 eV, weight 0.3033
line n=2: energy +0.60 eV, weight 0.0758
line n=3: energy +1.00 eV, weight 0.0126
line n=4: energy +1.40 eV, weight 0.0016
std dev, true spectrum      = 0.2828 eV
std dev, quantum sampling   = 0.2828 eV
std dev, classical sampling = 0.1017 eV
third central moment, true  = 0.0320 eV^3
third central moment, quantum sampling = 0.0000 eV^3
skewness, true = 1.414
effective temperature = 2321 K
T=100 K: std dev quantum 0.2828, classical 0.0587 eV
T=300 K: std dev quantum 0.2828, classical 0.1017 eV
T=1000 K: std dev quantum 0.2856, classical 0.1857 eV
T=3000 K: std dev quantum 0.3511, classical 0.3216 eV
vibrational period = 10.34 fs
|correlation| after one period, true = 1.0000
|correlation| after one period, sampled = 5.17e-05
lifetime damping after one period = 0.456
early difference / (S theta^3/6) at theta=0.05: 0.9993
true maxima above 1% of top (eV): -0.20 +0.20 +0.60 +1.00
their heights (1/eV): 3.893 1.998 0.529 0.102
maxima: quantum limit 1, classical limit 1
top height: quantum 1.232, classical 2.758 1/eV
integrated absolute differences (dimensionless, largest possible 2):
100 samples: to smooth limit 0.178, to true spectrum 0.739
2000 samples: to smooth limit 0.048, to true spectrum 0.678
40000 samples: to smooth limit 0.007, to true spectrum 0.681
30 samples: mean number of maxima over 50 sets = 7.02
lifetime FWHM 0.1 eV: smooth limit to true 0.678
lifetime FWHM 0.4 eV: smooth limit to true 0.151
lifetime FWHM 1.2 eV: smooth limit to true 0.024
final quantum 0.44 eV: G = 0.084 eV
  mean: true 0.0210, classical 0.0027 eV
recoil energy 0.10 eV, kappa = 0.7071
  mean shift 0.1000 eV, std dev 0.3464 eV
Morse pair, T = 2000 K, true | quantum sampling:
  mean 0.15286 | 0.15286 eV
  variance 0.05530 | 0.05530 eV^2
  third central 0.01084 | -0.00806 eV^3
  kinetic term (hw/2)<U'^2> = 0.01890 eV^3
  mean with amplitude 1+0.2q: 0.23038 | 0.22314 eV
```
